\section*{The smallest correction that restores the acoustic sum rule in hafnia}

\section{Restoring the acoustic sum rule with the smallest correction}

\subsection{One crystal, two polarizations}

In a 12-atom model cell of polar hafnia, four oxygen atoms move by $-0.05$ nm along the polar axis. From one set of Born charge tensors the polarization is $60.44\ \mu\mathrm{C/cm^2}$ if the other atoms are held at rest, and $59.25\ \mu\mathrm{C/cm^2}$ if the mean displacement of all atoms is held at zero. The two descriptions differ by a rigid shift of the whole crystal, which cannot change its polarization. The fault lies in the tensors.

Let $\Omega$ be the cell volume, $N$ the number of atoms in the cell, and $\mathbf u_\kappa$ the displacement of atom $\kappa$, the same in every cell. The Born charge tensor, in units of the elementary charge $e$, is
\begin{equation}
Z_{\kappa,\alpha\beta}=\frac{\Omega}{e}\,\frac{\partial P_\alpha}{\partial u_{\kappa\beta}},
\label{eq:def}
\end{equation}
taken at zero macroscopic field and fixed cell. To first order in the displacements,
\begin{equation}
P_\alpha=\frac{e}{\Omega}\sum_{\kappa\beta}Z_{\kappa,\alpha\beta}\,u_{\kappa\beta},
\label{eq:P}
\end{equation}
measured from the nonpolar structure. Define the sum
\begin{equation}
S=\sum_{\kappa=1}^{N}Z_\kappa .
\label{eq:S}
\end{equation}
If a vector $\mathbf t$ is added to every displacement, (\ref{eq:P}) changes by $(e/\Omega)S\mathbf t$. The polarization is independent of the frame for every $\mathbf t$ if and only if $S=0$. This is the acoustic sum rule for Born charges.

\subsection{Why the sum vanishes, and how a grid spoils it}

For a spin-paired insulator, let $z_\kappa$ be the ionic core charges at positions $\mathbf R_\kappa$ and $\mathbf r_n$ the Wannier centres of the filled bands. Then
\begin{equation}
\mathbf P=\frac{e}{\Omega}\Big[\sum_\kappa z_\kappa\mathbf R_\kappa-2\sum_n\mathbf r_n\Big],
\label{eq:wannier}
\end{equation}
up to a polarization quantum, which drops out of derivatives along a continuous branch. The electronic Hamiltonian depends on electron positions relative to the ions. A shift of all ions by $\mathbf t$ therefore shifts every $\mathbf r_n$ by $\mathbf t$, and
\begin{equation}
\Delta\mathbf P=\frac{e}{\Omega}\Big[\sum_\kappa z_\kappa-2\sum_n1\Big]\mathbf t=0
\label{eq:neutral}
\end{equation}
because the cell is neutral. By (\ref{eq:P}) the same change is $(e/\Omega)S\mathbf t$. Since $\mathbf t$ is arbitrary, $S=0$. If the bracket were a net charge $Q$, the same argument would give $S=Q\,\mathbb 1$, and removing $S$ would remove something real. Neutrality and an insulating gap are thus conditions for imposing the rule.

A real-space grid that stays in place while the atoms move breaks the step from shifted ions to shifted electrons. A one-dimensional crystal shows the effect. Its period is 8 bohr. Two ions of charge $+1$ sit at 2.3 and 3.9 bohr and attract electrons through Gaussian wells of depth 4 and 2 hartree and width 0.5 bohr. Two electrons fill the lowest band, and the polarization is a Berry phase. The Born charges, by finite differences with 8 $k$ points, are
\begin{center}
\begin{tabular}{rrrr}
grid points & deep well ($e$) & shallow well ($e$) & sum ($e$)\\
12 & $-2.817$ & $1.500$ & $-1.32$\\
16 & $-1.527$ & $1.448$ & $-0.079$\\
64 & $-1.482$ & $1.482$ & $-5\times10^{-12}$
\end{tabular}
\end{center}
These sums belong to one position of the ions relative to the grid points. If both ions are shifted together across one grid spacing, the sum changes sign, and on 16 points it reaches about $0.15\,e$ in magnitude. The violation disappears as the grid is refined.

The coarse $k$ mesh is not to blame in this model. A shift by $t$ replaces the periodic functions $u_k(x)$ by $u_k(x-t)$, up to phases that cancel around the closed string of $k$ points. Overlaps between neighbouring $k$ points are unchanged, except the closing one. That one contains $e^{-iGx}$, with $G$ the reciprocal lattice vector, and gains the factor $e^{-iGt}$. This is the phase of a centre shifted by $t$, whatever the number of $k$ points. With 3 $k$ points on the 64-point grid, the sum was tested and is below $10^{-5}\,e$ in magnitude. This argument holds for the Berry phase taken as a product of overlaps. Born charges from linear response instead average a curvature over the mesh. For one doubly filled band $E(k)$ without a grid error, their sum is twice the mesh average of $d^2E/dk^2$ in atomic units, which vanishes only as the mesh is refined. The band of this model is only $3\times10^{-6}$ hartree wide, so that term is negligible on 3 points. For a chain of period 5 bohr with wells of depth 1 and 0.5 hartree at 1.4 and 3.0 bohr, the band is 0.07 hartree wide, and the linear-response sum is $0.14\,e$ on 3 $k$ points and $-1\times10^{-4}\,e$ on 8. In linear-response calculations the $k$ mesh can therefore break the rule as well.

\subsection{The minimum}

Suppose a calculation has left $S\neq0$. We seek real corrections $D_\kappa$ that satisfy
\begin{equation}
\sum_\kappa(Z_\kappa+D_\kappa)=0
\quad\Longleftrightarrow\quad
\sum_\kappa D_\kappa=-S .
\label{eq:constraint}
\end{equation}
Write $A\!:\!B=\sum_{\alpha\beta}A_{\alpha\beta}B_{\alpha\beta}$ and $\|A\|^2=A\!:\!A$, the squared Frobenius norm. The size of a correction is measured by
\begin{equation}
F=\sum_\kappa\|D_\kappa\|^2 ,
\label{eq:F}
\end{equation}
in which all atoms and all tensor components count equally.

Any set $D_\kappa$ can be written as
\begin{equation}
D_\kappa=-\frac{S}{N}+X_\kappa .
\label{eq:split}
\end{equation}
Summing over atoms gives $\sum_\kappa D_\kappa=-S+\sum_\kappa X_\kappa$, so (\ref{eq:constraint}) holds if and only if
\begin{equation}
\sum_\kappa X_\kappa=0 .
\label{eq:X}
\end{equation}
Insert (\ref{eq:split}) into (\ref{eq:F}) and expand the square:
\begin{align}
F&=\sum_\kappa\Big[\frac{\|S\|^2}{N^2}-\frac{2}{N}\,S\!:\!X_\kappa+\|X_\kappa\|^2\Big]\nonumber\\
&=\frac{\|S\|^2}{N}-\frac2N\,S\!:\!\Big(\sum_\kappa X_\kappa\Big)+\sum_\kappa\|X_\kappa\|^2\nonumber\\
&=\frac{\|S\|^2}{N}+\sum_\kappa\|X_\kappa\|^2 .
\label{eq:min}
\end{align}
The first term is a sum of $N$ equal parts, and the middle term vanishes by (\ref{eq:X}). The last term is never negative, and it is zero only if every $X_\kappa$ is zero. The minimum is therefore unique:
\begin{equation}
D_\kappa=-\frac SN,\qquad Z'_\kappa=Z_\kappa-\frac1N\sum_{\lambda}Z_\lambda,\qquad F_{\min}=\frac{\|S\|^2}{N}.
\label{eq:result}
\end{equation}

The mean runs over all atoms of the cell, not over inequivalent ones. In a fluorite cell with one Hf and two O, subtracting a tensor $c$ from all three atoms leaves the sum $S-3c$. This vanishes for $c=(Z_{\rm Hf}+Z_{\rm O1}+Z_{\rm O2})/3$ and for no other choice.

\subsection{Symmetry survives}

A space-group operation $g$ with orthogonal matrix $R$ carries atom $\kappa$ to $g(\kappa)$ and its tensor to $(gZ)_{g(\kappa)}=RZ_\kappa R^{T}$. The transformed set has the sum $RSR^T$. Correcting it gives
\begin{equation}
RZ_\kappa R^T-\frac1N RSR^T=R\Big(Z_\kappa-\frac SN\Big)R^T ,
\label{eq:sym}
\end{equation}
which is the transform of the corrected set. Symmetrisation averages over all $g$, and the correction is linear, so the two may be done in either order. A symmetric set stays symmetric.

The polar phase of hafnia considered here has space group $Pca2_1$ and point group $mm2$. Its matrices are diagonal with entries $r_\alpha=\pm1$: $(1,1,1)$, $(-1,-1,1)$, $(1,-1,1)$ and $(-1,1,1)$. For a symmetric set $S=RSR^T$, hence $S_{\alpha\beta}=r_\alpha r_\beta S_{\alpha\beta}$. For each pair $\alpha\neq\beta$ some operation has $r_\alpha r_\beta=-1$, so that $S_{\alpha\beta}=0$. The sum is diagonal, and the rule says nothing about errors in the off-diagonal elements of such a set.

\subsection{The hafnia cell}

The cell edges are 0.527, 0.505 and 0.508 nm, with $\Omega=0.1352\ \mathrm{nm^3}$. There are three kinds of atom, Hf, O1 and O2, with four atoms of each. The diagonal elements, in units of $e$, are
\begin{center}
\begin{tabular}{lrrr}
 & $xx$ & $yy$ & $zz$\\
Hf, raw & 5.21 & 5.13 & 4.87\\
O1, raw & $-2.98$ & $-2.61$ & $-2.55$\\
O2, raw & $-2.35$ & $-2.58$ & $-2.47$\\
$S$ & $-0.48$ & $-0.24$ & $-0.60$\\
$-S/12$ & 0.04 & 0.02 & 0.05
\end{tabular}
\end{center}
These are round model inputs, with a violation chosen large enough to be seen. For the $zz$ element, $S_{zz}=4(4.87-2.55-2.47)=-0.60$. Each atom receives $+0.05$, so the O1 value becomes $-2.50$.

The norm of the sum is $\|S\|=\sqrt{0.48^2+0.24^2+0.60^2}=0.805$. By (\ref{eq:result}) the correction has norm $0.805/\sqrt{12}=0.232$. If the error is shared equally among $M$ chosen atoms, the same count gives $\|S\|/\sqrt M$: $0.402$ with all of it on the four Hf, and $0.285$ with all of it on the eight O. Both restore the rule at a higher cost.

With Hf and O2 at rest and O1 moved by $-0.05$ nm along $z$, the raw tensors give
\begin{equation}
P_z=\frac{4(-2.55)(-0.05)\,e\,\mathrm{nm}}{0.1352\ \mathrm{nm^3}}
=3.772\ \frac{e}{\mathrm{nm^2}}=60.44\ \frac{\mu\mathrm C}{\mathrm{cm^2}},
\label{eq:Praw}
\end{equation}
since $1\,e/\mathrm{nm^2}=16.02\ \mu\mathrm{C/cm^2}$. With $-2.50$ in place of $-2.55$ the result is $59.25\ \mu\mathrm{C/cm^2}$, or $0.5925\ \mathrm{C/m^2}$.

\subsection{A choice of weights is a choice of frame}

The corrected value equals the raw value in the frame of zero mean displacement. To see why, and what other corrections would do, give the atoms positive weights $w_\kappa$ and minimise $\sum_\kappa w_\kappa\|D_\kappa\|^2$ under (\ref{eq:constraint}). With a Lagrange multiplier matrix $\Lambda$, stationarity of
\begin{equation}
\sum_\kappa w_\kappa D_\kappa\!:\!D_\kappa-2\Lambda\!:\!\Big(\sum_\kappa D_\kappa+S\Big)
\label{eq:lag}
\end{equation}
gives $w_\kappa D_\kappa=\Lambda$. The constraint then requires $\Lambda\sum_\lambda w_\lambda^{-1}=-S$, and
\begin{equation}
D_\kappa=-p_\kappa S,\qquad p_\kappa=\frac{w_\kappa^{-1}}{\sum_\lambda w_\lambda^{-1}},\qquad \sum_\kappa p_\kappa=1 .
\label{eq:weighted}
\end{equation}
This is the minimum: adding $X_\kappa$ with zero sum produces the cross term $2\sum_\kappa w_\kappa D_\kappa\!:\!X_\kappa=2\Lambda\!:\!\sum_\kappa X_\kappa=0$ and a positive square. Equal weights return (\ref{eq:result}).

The polarization after this correction contains
\begin{align}
\sum_\kappa(Z_\kappa-p_\kappa S)\mathbf u_\kappa
&=\sum_\kappa Z_\kappa\mathbf u_\kappa-S\bar{\mathbf u}_p
=\sum_\kappa Z_\kappa(\mathbf u_\kappa-\bar{\mathbf u}_p),
\label{eq:frame}\\
\bar{\mathbf u}_p&=\sum_\kappa p_\kappa\mathbf u_\kappa .\nonumber
\end{align}
The last step uses (\ref{eq:S}). Correcting with shares $p_\kappa$ is the same as using the raw tensors in the frame where the $p$-weighted mean displacement is zero. Equal shares select the plain mean. If the displacements already have zero plain mean, the correction of (\ref{eq:result}) leaves $P$ unchanged.

The numbers follow. In the frame of (\ref{eq:Praw}) the plain mean displacement is $4(-0.05)/12=-0.01667$ nm. Equation (\ref{eq:frame}) changes $P_z$ by
\begin{equation}
-\frac{(-0.60)(-0.01667)}{0.1352}\times16.02=-1.19\ \mu\mathrm{C/cm^2},
\end{equation}
which is the discrepancy between the two opening values. Shares proportional to mass select the centre-of-mass frame, where the raw value is $60.17$. Placing the whole error on Hf, a limit of (\ref{eq:weighted}) with infinite weight on oxygen, selects the frame with Hf at rest and keeps $60.44$. Placing it on oxygen gives $58.66$, and sharing it in proportion to $|\mathrm{tr}\,Z_\kappa|$ gives $59.50\ \mu\mathrm{C/cm^2}$. Each corrected set is free of frame dependence, yet these sets disagree by up to $1.8\ \mu\mathrm{C/cm^2}$. Other shares can differ by more: placing the whole error on O1 gives $56.88\ \mu\mathrm{C/cm^2}$. The sum rule alone cannot decide between them; the choice of norm does.

Some norms leave a whole family of smallest corrections. Measure the correction by the sum of absolute values of its entries. For each element, $\sum_\kappa|D_{\kappa,\alpha\beta}|\ge|S_{\alpha\beta}|$, with equality whenever all atoms receive corrections of one sign. The equal correction and the one on Hf alone both have the size $0.48+0.24+0.60=1.32\,e$.

\subsection{Smallest does not mean true}

Let $T_\kappa$ be the converged tensors, with $\sum_\kappa T_\kappa=0$, and let $E_\kappa=Z_\kappa-T_\kappa$ be the errors. Then $\sum_\kappa E_\kappa=S$, and after the correction of (\ref{eq:result})
\begin{align}
\sum_\kappa\Big\|E_\kappa-\frac SN\Big\|^2
&=\sum_\kappa\|E_\kappa\|^2-\frac2N S\!:\!S+N\frac{\|S\|^2}{N^2}\nonumber\\
&=\sum_\kappa\|E_\kappa\|^2-\frac{\|S\|^2}{N}.
\label{eq:pyth}
\end{align}
The total error falls whenever $S\neq0$. This is the best argument for the equal correction: it needs no knowledge of $T_\kappa$. It promises nothing for a single atom. If the whole error $E$ sits on one atom, that atom keeps $(1-1/N)E$, and every other atom, correct before, acquires $-E/N$.

The one-dimensional crystal, with its ions at the positions used for the table, shows both outcomes. Take the 64-point charges, which sum to zero, as the reference $T_\kappa$. The limit of a fine grid is $\pm1.484\,e$, so the reference is itself off by $0.002\,e$, which is small beside the raw errors below. On 16 points the errors of the two ions are $-0.045$ and $-0.033\,e$, of the same sign and similar size. This is not general: if both ions are shifted by a quarter of a grid spacing towards larger $x$, the errors are $+0.168$ and $-0.045\,e$, of opposite signs, and $\pm0.107\,e$ remains after the correction. At the original positions the errors are nearly equal. The correction gives $\pm1.488\,e$, close to the reference $\pm1.482\,e$. On 12 points nearly all the error sits on the deep well. The correction gives $\pm2.158\,e$, still 46\% above the reference magnitude. The error norm falls from $1.335$ to $0.957\,e$, as (\ref{eq:pyth}) requires, but the shallow-well ion goes from an error of $0.018$ to one of $0.676\,e$. A large $S$ calls for a finer calculation; the correction would hide the symptom.

A small $S$ is no proof of accuracy either, because errors that sum to zero are invisible to the rule. Suppose the errors are independent between atoms, with zero mean and variance $s^2$ per element. Then $\sum_\kappa\|E_\kappa\|^2$ has the mean $9Ns^2$. So has $\|S\|^2$, since the cross terms average to zero. By (\ref{eq:pyth}) the mean amount removed is $9s^2$, a fraction $1/N$. For 12 atoms this is 8.3\%; a random sample of 6000 sets gave 8.4\%.

With $mm2$ symmetry the hafnia cell has three independent tensors, each occurring four times. Let their errors in one diagonal element be $\epsilon_1,\epsilon_2,\epsilon_3$, independent with variance $s^2$. The sum is $4(\epsilon_1+\epsilon_2+\epsilon_3)$, with variance $48s^2$, and the correction subtracts the mean of the three. What remains on O1 is $\tfrac23\epsilon_1-\tfrac13\epsilon_2-\tfrac13\epsilon_3$, with variance $(\tfrac49+\tfrac19+\tfrac19)s^2=\tfrac23s^2$. The three diagonal elements of $S$ have root mean square $0.465\,e$, which suggests $s\approx0.465/\sqrt{48}=0.067\,e$. About $0.067\sqrt{2/3}=0.055\,e$ is then left on O1, and the resulting uncertainty of $P_z$ is
\begin{equation}
\frac{4(0.055)(0.05)}{0.1352}\times16.02\approx1.3\ \mu\mathrm{C/cm^2}.
\end{equation}
This estimate rests on three numbers and on the assumption of independent errors, so it gives a scale only. It is as large as the correction itself.

\subsection{Beside real hafnia capacitors}

The cell edges near half a nanometre and the charges near $+5$ and $-2.5\,e$ are roughly typical of first-principles work on polar hafnia. The polarization of $59\ \mu\mathrm{C/cm^2}$ is somewhat above the rough $50\ \mu\mathrm{C/cm^2}$ known from such calculations for the ideal crystal. The model assumes a single domain with its polar axis along the field. A film may instead consist of many grains. If the grain axes are randomly oriented and each grain can only reverse its polarization, the mean of $|\cos\theta|$ is $\int_0^1 c\,dc=1/2$, and the film would show about $30\ \mu\mathrm{C/cm^2}$. Nonpolar grains lower this further in proportion to their volume.

Other omissions also compete with the sum-rule correction of $1.2\ \mu\mathrm{C/cm^2}$; their inputs are rough assumptions.
\begin{itemize}
\item Equation (\ref{eq:P}) uses constant charges. Suppose that the tabulated charges belong to the polar end of the path. If the O1 charge is 10\% larger in magnitude at the nonpolar end and varies linearly in between, its average is 5\% larger, which adds $3.0\ \mu\mathrm{C/cm^2}$.
\item A field of 2 MV/cm adds the linear response $\varepsilon_0(\varepsilon_r-1)E$. This is $5.1\ \mu\mathrm{C/cm^2}$ for a static permittivity of 30, of which $0.7$ is electronic if the electronic permittivity is 5.
\item A pyroelectric coefficient of size $50\ \mu\mathrm{C/(m^2K)}$, held constant from 0 to 358 K, changes $P$ by $1.8\ \mu\mathrm{C/cm^2}$. The true coefficient vanishes at low temperature, so this is a rough size.
\end{itemize}
For this cell, then, the correction is worth making because it removes an unphysical dependence on the frame, not because it settles the polarization to $1\ \mu\mathrm{C/cm^2}$. The sum $S$ before correction should be reported with the result, since it is the part of the error that the rule makes visible. The full set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
1D crystal: length, ion sites (bohr): 8.0 [2.3 3.9]
1D crystal: well depths (hartree), width (bohr): [4. 2.] 0.5
1D, 12 grid points: charges -2.81716 1.49952 e, sum -1.32e+00 e
1D, 16 grid points: charges -1.52700 1.44840 e, sum -7.86e-02 e
1D, 64 grid points: charges -1.48189 1.48189 e, sum -5.08e-12 e
1D, 12 points, corrected charges (e): [-2.15834  2.15834]
1D error norm before, after: 1.33538, 0.95664 e
Hafnia cell edges (nm), rough: [0.527 0.505 0.508]
Cell volume: 0.13520 nm^3; atoms: 12
Hf raw tensor, rows (e): [[5.21, 0.1, -0.15], [0.12, 5.13, 0.08], [-0.2, 0.1, 4.87]]
Hf corrected diagonal (e): [5.25 5.15 4.92]
O1 raw tensor, rows (e): [[-2.98, 0.3, 0.2], [0.25, -2.61, -0.35], [0.15, -0.4, -2.55]]
O1 corrected diagonal (e): [-2.94 -2.59 -2.5 ]
O2 raw tensor, rows (e): [[-2.35, -0.1, 0.12], [-0.08, -2.58, 0.06], [0.1, 0.05, -2.47]]
O2 corrected diagonal (e): [-2.31 -2.56 -2.42]
Diagonal of the sum S (e): [-0.48 -0.24 -0.6 ]
Diagonal of the correction per atom (e): [0.04 0.02 0.05]
Norm of S: 0.8050 e
Norm of the mean correction: 0.2324 e
Norm of correction all on Hf: 0.4025 e; P = 60.44 uC/cm2
Norm of correction all on O: 0.2846 e; P = 58.66 uC/cm2
Norm of correction by charge size: 0.2457 e; P = 59.50 uC/cm2
Sum of absolute entries, mean correction: 1.3200 e
Sum of absolute entries, all on Hf: 1.3200 e
O1 displacement along polar axis: -0.050 nm
Mean displacement, Hf fixed: -0.01667 nm
Centre-of-mass displacement, Hf fixed: -0.00380 nm
Raw P, Hf fixed: 60.44 uC/cm2
Raw P, centre of mass fixed: 60.17 uC/cm2
Raw P, mean displacement zero: 59.25 uC/cm2
Corrected P, every frame: 59.25 uC/cm2 = 0.5925 C/m2
Squared error removed, 12 independent atoms: 8.38 %
Charge error spread inferred from S: 0.0671 e
Charge error left after correction: 0.0548 e
Resulting error of P: 1.30 uC/cm2
Assumed O1 charge excess at nonpolar end: 10 %
Resulting change of P: 2.96 uC/cm2
Rough operating field: 2.0 MV/cm
Rough static, electronic permittivity: 30, 5
Dielectric P, static: 5.14 uC/cm2
Dielectric P, electronic part: 0.71 uC/cm2
Rough pyroelectric coefficient size: 50 uC/(m2 K)
Thermal change of P, 0 to 358 K, constant coefficient: 1.79 uC/cm2
\end{verbatim}
